\section*{The harmonic potential theorem for interacting electrons, derived in two ways}

\section{Definitions and the statement}

We use Rydberg atomic units: $\hbar=1$, the electron mass is $m=1/2$ and the squared charge is $e^2=2$. Energies are in Ry, lengths in $a_0$ and times in $\hbar/\mathrm{Ry}$. The kinetic energy $p^2/2m$ of an electron is then $p^2$, and the trap energy $\tfrac12 m\omega^2x^2$ is $\tfrac14\omega^2x^2$.

Consider $N$ electrons with positions $\mathbf r_i$ and momenta $\mathbf p_i=-i\nabla_i$. The index $a$ labels the principal axes of the trap, and $\omega_a>0$ are constant trap frequencies. Without driving, the Hamiltonian is
\begin{equation}
H_0=\sum_i\left[p_i^2+V(\mathbf r_i)\right]+W,\qquad
V(\mathbf r)=\tfrac14\sum_a\omega_a^2r_a^2,\qquad
W=\sum_{i<j}w(\mathbf r_i-\mathbf r_j).
\label{H0}
\end{equation}
For the Coulomb repulsion $w(\mathbf s)=2/|\mathbf s|$, but only the dependence on differences of positions will matter. A uniform force $\mathbf F(t)$, the same for every electron at every position, is switched on at $t=0$:
\begin{equation}
H(t)=H_0-\mathbf F(t)\cdot\sum_i\mathbf r_i .
\label{H}
\end{equation}
An electric field $\boldsymbol{\mathcal E}$ gives $\mathbf F=-e\boldsymbol{\mathcal E}$. There is no magnetic field.

Let $\mathbf X(t)$ be the position of one classical electron in the same trap under the same force, starting at rest at the origin. Newton's equation $mX_a''=-\tfrac12\omega_a^2X_a+F_a$ with $m=1/2$ reads
\begin{equation}
X_a''=-\omega_a^2X_a+2F_a(t),\qquad \mathbf X(0)=\mathbf X'(0)=0 .
\label{newton}
\end{equation}

The theorem is this. If the electrons are in a stationary state of $H_0$ with density $n_0(\mathbf r)$ at $t=0$, then
\begin{equation}
n(\mathbf r,t)=n_0(\mathbf r-\mathbf X(t)).
\label{theorem}
\end{equation}
A stationary start guarantees that the density keeps its shape. For another start the density in general changes even without the force, and it is this undriven evolution that is carried along by $\mathbf X(t)$.

\section{First derivation: a moving frame for the wavefunction}

Take any function $\Phi(\mathbf y_1,\dots,\mathbf y_N,t)$, shift all its arguments by $\mathbf X(t)$, and multiply it by a phase that is linear in the positions:
\begin{equation}
\Psi=e^{i\theta}\,\Phi(\mathbf y_1,\dots,\mathbf y_N,t),\qquad
\mathbf y_i=\mathbf r_i-\mathbf X(t),\qquad
\theta=\mathbf g(t)\cdot\sum_i\mathbf r_i-N\sigma(t).
\label{ansatz}
\end{equation}
The functions $\mathbf X$, $\mathbf g$ and $\sigma$ are free for the moment. Spin labels are not written, since nothing acts on them.

\subsection{Derivatives}

At fixed $\mathbf r_i$ the arguments $\mathbf y_i$ change at the rate $-\mathbf X'$. The chain rule gives
\begin{equation}
i\partial_t\Psi=e^{i\theta}\left[-\theta'\Phi+i\partial_t\Phi-i\mathbf X'\cdot\sum_i\nabla_i\Phi\right],
\label{dt}
\end{equation}
where $\partial_t\Phi$ now acts on the explicit time argument alone. Since $\nabla_i\theta=\mathbf g$, the kinetic energy gives
\begin{equation}
-\sum_i\nabla_i^2\Psi=e^{i\theta}\left[-\sum_i\nabla_i^2\Phi-2i\,\mathbf g\cdot\sum_i\nabla_i\Phi+Ng^2\Phi\right].
\label{kin}
\end{equation}
In $i\partial_t\Psi-H\Psi$ the gradient terms cancel if $2\mathbf g=\mathbf X'$, that is
\begin{equation}
\mathbf g=\tfrac12\mathbf X'.
\end{equation}
This is the classical momentum $m\mathbf X'$: each electron receives the momentum that belongs to the common velocity.

\subsection{Potentials}

The interaction is unchanged by the shift, because $\mathbf r_i-\mathbf r_j=\mathbf y_i-\mathbf y_j$. For the trap,
\begin{equation}
V(\mathbf r)-V(\mathbf r-\mathbf X)
=\tfrac14\sum_a\omega_a^2\left[r_a^2-(r_a-X_a)^2\right]
=\sum_a\left[\tfrac12\omega_a^2X_ar_a-\tfrac14\omega_a^2X_a^2\right].
\label{trapdiff}
\end{equation}
The terms quadratic in $\mathbf r$ have cancelled. This is where the harmonic form of the trap enters: what remains is linear in $\mathbf r$, like the driving term and like $\theta$.

\subsection{Collecting the terms}

Write $V(\mathbf r_i)=V(\mathbf y_i)+[V(\mathbf r_i)-V(\mathbf y_i)]$. Then
\begin{equation}
(i\partial_t-H)\Psi=e^{i\theta}\left[(i\partial_t-H_0)\Phi+C\,\Phi\right],
\label{collect}
\end{equation}
with $H_0$ acting in the variables $\mathbf y_i$, and
\begin{equation}
C=-\theta'-\tfrac14N|\mathbf X'|^2-\sum_i\left[V(\mathbf r_i)-V(\mathbf y_i)\right]+\mathbf F\cdot\sum_i\mathbf r_i .
\end{equation}
Insert $\theta'=\tfrac12\mathbf X''\cdot\sum_i\mathbf r_i-N\sigma'$ and \eqref{trapdiff}, and sort by powers of $\mathbf r_i$:
\begin{equation}
C=\sum_{i,a}r_{ia}\left[-\tfrac12X_a''-\tfrac12\omega_a^2X_a+F_a\right]
+N\left[\sigma'-\tfrac14|\mathbf X'|^2+\tfrac14\sum_a\omega_a^2X_a^2\right].
\end{equation}
The first bracket vanishes when $\mathbf X$ obeys \eqref{newton}. The second vanishes when
\begin{equation}
\sigma(t)=\int_0^tL\,ds,\qquad L=\tfrac14\sum_a\left(X_a'^2-\omega_a^2X_a^2\right),
\label{L}
\end{equation}
where $L$ is the Lagrangian of the undriven classical oscillator. With these choices $C=0$, and
\begin{equation}
(i\partial_t-H)\Psi=e^{i\theta}(i\partial_t-H_0)\Phi
\label{identity}
\end{equation}
for every $\Phi$. If $\Phi$ solves the undriven Schr\"odinger equation, $\Psi$ solves the driven one.

\subsection{The state and its density}

For a stationary start take $\Phi=e^{-iEt}\psi_0$ with $H_0\psi_0=E\psi_0$. Then
\begin{equation}
\Psi(t)=e^{-iEt}\exp\left[\tfrac i2\mathbf X'\cdot\sum_i\mathbf r_i-iN\int_0^tL\,ds\right]\psi_0(\mathbf r_1-\mathbf X,\dots,\mathbf r_N-\mathbf X).
\label{state}
\end{equation}
At $t=0$ both $\mathbf X$ and $\theta$ vanish, so $\Psi(0)=\psi_0$. The phase and the shift treat all electrons alike, so antisymmetry is preserved.

No other solution has this start. The difference $D$ of two solutions obeys $i\partial_tD=HD$, and
\begin{equation}
\frac{d}{dt}\langle D|D\rangle=i\langle HD|D\rangle-i\langle D|HD\rangle=0,
\end{equation}
because $H$ is self-adjoint. A difference that is zero at the start stays zero.

The density is $N$ times the integral of $|\Psi|^2$ over $\mathbf r_2,\dots,\mathbf r_N$, summed over spins, at $\mathbf r_1=\mathbf r$. The phase drops out of $|\Psi|^2$. Shifting each integration variable by $\mathbf X$ removes the shift from all arguments except the first, which leaves \eqref{theorem}.

\section{Second derivation: the collective operators}

This route starts from no trial form. It uses the fact that the force couples to the electrons through one collective operator per axis, whose undriven motion can be found in closed form. Define
\begin{equation}
Q_a=\sum_ir_{ia},\qquad P_a=\sum_ip_{ia},\qquad [Q_a,P_b]=iN\delta_{ab}.
\end{equation}

\subsection{Undriven motion}

The total momentum commutes with $W$, since the gradients of $w(\mathbf r_i-\mathbf r_j)$ with respect to $\mathbf r_i$ and $\mathbf r_j$ are opposite. From $[p^2,x]=-2ip$ and $[x^2,p]=2ix$ we get
\begin{equation}
i[H_0,Q_a]=2P_a,\qquad i[H_0,P_a]=-\tfrac12\omega_a^2Q_a .
\end{equation}
Hence $Q_a(t)=e^{iH_0t}Q_ae^{-iH_0t}$ obeys $Q_a''=-\omega_a^2Q_a$, with initial value $Q_a$ and initial rate $2P_a$:
\begin{equation}
Q_a(t)=Q_a\cos\omega_at+\frac{2}{\omega_a}P_a\sin\omega_at .
\label{Qt}
\end{equation}
The interaction has dropped out.

\subsection{The effect of the force}

Write $\Psi(t)=e^{-iH_0t}\chi(t)$. The Schr\"odinger equation becomes
\begin{equation}
i\partial_t\chi=-G'(t)\chi,\qquad G(t)=\sum_a\int_0^tF_a(s)Q_a(s)\,ds .
\label{chi}
\end{equation}
If $G$ and $G'$ commuted, the solution would be $e^{iG}\psi_0$. By \eqref{Qt} both are linear in $Q_a$ and $P_a$, so their commutator is a number, in general not zero. To differentiate $e^{A}$ when $c=[A,A']$ is a number, let $M(u)=(\partial_te^{uA})e^{-uA}$. Differentiating with respect to $u$ gives
\begin{equation}
\partial_uM=A'+AM-MA,\qquad M(0)=0 .
\end{equation}
The solution is $M=uA'+\tfrac12u^2c$, because then $[A,M]=uc$. At $u=1$ this gives $\partial_te^A=(A'+\tfrac12c)e^A$. With $A=iG$ we have $c=-[G,G']$, so
\begin{equation}
i\partial_t\left(e^{i\beta}e^{iG}\right)=\left(-\beta'-G'-\tfrac i2[G,G']\right)e^{i\beta}e^{iG}.
\end{equation}
Equation \eqref{chi} is satisfied by $\chi=e^{i\beta}e^{iG}\psi_0$ if $\beta'=-\tfrac i2[G,G']$ and $\beta(0)=0$. The commutator is imaginary, so $\beta$ is real: it is a phase that depends on time alone.

\subsection{Recovering the classical path}

Return to $\Psi=e^{-iH_0t}\chi$ and insert $e^{iH_0t}e^{-iH_0t}=1$ to the right of $e^{iG}$. Since $e^{-iH_0t}Q_a(s)e^{iH_0t}=Q_a(s-t)$,
\begin{equation}
\Psi(t)=e^{i\beta}e^{iB}e^{-iEt}\psi_0,\qquad
B=\sum_a\int_0^tF_a(s)Q_a(s-t)\,ds .
\end{equation}
Equation \eqref{Qt} at time $s-t$ gives
\begin{equation}
B=\sum_a\left[\tfrac12X_a'Q_a-X_aP_a\right],\qquad
X_a(t)=\frac{2}{\omega_a}\int_0^tF_a(s)\sin\omega_a(t-s)\,ds .
\label{B}
\end{equation}
Here $X_a'=2\int_0^tF_a(s)\cos\omega_a(t-s)\,ds$, because the integrand of $X_a$ vanishes at $s=t$. A second derivative gives $X_a''=2F_a-\omega_a^2X_a$. The function in \eqref{B} is therefore the classical path \eqref{newton}, here obtained as a result.

The operator $e^{iB}$ displaces every electron. From $[p_{ia},r_{ia}]=-i$ we find $[B,r_{ia}]=iX_a$, so
\begin{equation}
\frac{d}{du}\left(e^{-iuB}r_{ia}e^{iuB}\right)=-i\,e^{-iuB}[B,r_{ia}]e^{iuB}=X_a .
\end{equation}
Integration from $u=0$ to $1$ gives $e^{-iB}\mathbf r_ie^{iB}=\mathbf r_i+\mathbf X$. The density is the expectation value of $\sum_i\delta(\mathbf r-\mathbf r_i)$, and the phases cancel:
\begin{equation}
n(\mathbf r,t)=\left\langle\psi_0\right|\sum_i\delta(\mathbf r-\mathbf X-\mathbf r_i)\left|\psi_0\right\rangle=n_0(\mathbf r-\mathbf X(t)).
\end{equation}

\section{What each derivation assumes}

Both derivations, as written, use a uniform force, equal masses, an interaction that depends on position differences, and a quadratic trap. They use the last two differently. In the first, the interaction must be unchanged by a common shift, and the trap must change by a term linear in $\mathbf r$. In the second, the interaction must commute with the total momentum, and the trap must make the equations for $Q_a$ and $P_a$ close. Equal masses matter only because the trap and the force are here the same for every particle. If both are proportional to the mass of each particle, all particles share one path $\mathbf X(t)$ and the densities still move rigidly.

A quartic term $\lambda x^4$ breaks both arguments. The shift now leaves
\begin{equation}
\lambda\left[x^4-(x-X)^4\right]=\lambda\left(4Xx^3-6X^2x^2+4X^3x-X^4\right),
\end{equation}
whose cubic and quadratic terms a phase linear in $x$ cannot absorb. In the second route $i[H_0,P]$ acquires the term $-4\lambda\sum_ix_i^3$, which is not linear in $Q$ and $P$. Then \eqref{Qt} fails, and the commutator $[G,G']$ is in general no longer a number.

The first derivation never uses the constancy of $\omega_a$. With $\omega_a(t)$, identity \eqref{identity} still holds, but $\Phi$ then evolves in a changing trap and its density generally changes shape. The second derivation, as written, uses constant frequencies in \eqref{Qt}. It also manipulates exponentials of unbounded operators formally, whereas the first needs only differentiation of a function.

In return, the second shows why the repulsion cannot shift the resonance: the force acts through $Q_a$, which oscillates at the bare frequency $\omega_a$. The first gives the full phase in \eqref{state} directly, and it admits an additional potential that moves with the electrons. The Kohn--Sham system requires this.

\section{The condition on the exchange-correlation potential}

Let the start be a nondegenerate ground state whose density $n_0$ is also the ground-state density of noninteracting electrons in $V+v_{\mathrm{Hxc},0}$. Here $v_{\mathrm{Hxc}}$ is the sum of the Hartree and exchange-correlation potentials. The occupied orbitals obey
\begin{equation}
\left[-\nabla^2+V(\mathbf r)+v_{\mathrm{Hxc},0}(\mathbf r)\right]\varphi_j=\varepsilon_j\varphi_j .
\end{equation}
Repeat the first derivation for one electron, adding $v_{\mathrm{Hxc},0}(\mathbf y)$ to $H_0$ and $v_{\mathrm{Hxc},0}(\mathbf r-\mathbf X)$ to $H$. The two are the same function, so $C$ is unchanged. The orbitals
\begin{equation}
\varphi_j(\mathbf r,t)=e^{-i\varepsilon_jt}\exp\left[\tfrac i2\mathbf X'\cdot\mathbf r-i\int_0^tL\,ds\right]\varphi_j(\mathbf r-\mathbf X)
\end{equation}
therefore evolve in the potential $V(\mathbf r)-\mathbf F\cdot\mathbf r+v_{\mathrm{Hxc},0}(\mathbf r-\mathbf X)$, and their density is $n_0(\mathbf r-\mathbf X)$, the interacting one.

The Runge--Gross theorem states that, for a given initial state, potentials that can be expanded in powers of time and yield the same density differ at most by a function of time. We assume that the potentials here belong to this class. Then
\begin{equation}
v_{\mathrm{Hxc}}(\mathbf r,t)=v_{\mathrm{Hxc},0}(\mathbf r-\mathbf X(t))+c(t).
\label{vxc}
\end{equation}
The Hartree potential $\int 2n(\mathbf r',t)/|\mathbf r-\mathbf r'|\,d^3r'$ moves rigidly with the density. The exchange-correlation potential must therefore do the same, up to $c(t)$.

An adiabatic local approximation, $v_{\mathrm{xc}}(\mathbf r,t)=f(n(\mathbf r,t))$, meets this condition when started from its own ground state. The displaced orbitals have the displaced density, which produces the displaced potential in which they evolve.

\section{A driven pair of electrons}

Take one dimension, $\omega=1$ Ry$/\hbar$ and $F=F_0\sin\Omega t$ with $F_0=0.4$ Ry$/a_0$ and $\Omega=0.6$ Ry$/\hbar$. Inserting $A\sin\Omega t$ in \eqref{newton} gives $A(\omega^2-\Omega^2)=2F_0$. A free oscillation is added to make the initial velocity zero:
\begin{equation}
X(t)=\frac{2F_0}{\omega^2-\Omega^2}\left[\sin\Omega t-\frac{\Omega}{\omega}\sin\omega t\right].
\label{X}
\end{equation}
The prefactor is $0.8/0.64=1.25\,a_0$. At $t=4\,\hbar/\mathrm{Ry}$,
\begin{equation}
X=1.25\,(\sin2.4-0.6\sin4)=1.25\,(0.6755+0.4541)=1.412\,a_0 .
\end{equation}
The bracket in \eqref{X} cannot exceed $1.6$ in magnitude, so $|X|\le2\,a_0$. This bound is reached at $t=5\pi/2=7.854\,\hbar/\mathrm{Ry}$, where the sines are $-1$ and $+1$. In SI units the displacement is $105.8$ pm, at $380$ as. As $\Omega\to\omega$, expanding numerator and denominator of \eqref{X} to first order in $\Omega-\omega$ gives $X\to(F_0/\omega^2)(\sin\omega t-\omega t\cos\omega t)$, whose amplitude grows with time.

Two electrons with the softened repulsion $2/\sqrt{s^2+1}$ Ry at separation $s$ were propagated numerically from their ground state, on a grid of spacing $0.25\,a_0$ with time step $0.005\,\hbar/\mathrm{Ry}$. Its energy is $2.319$ Ry and the root-mean-square width of its density is $1.178\,a_0$. Without repulsion, each electron would have the wavefunction $e^{-x^2/4}$ and energy $\tfrac12$ Ry, giving $1$ Ry in total and a width of $1\,a_0$. The repulsion is thus not a small correction.

At $t=4\,\hbar/\mathrm{Ry}$ the computed mean position is $1.412\,a_0$, as predicted, and the width is still $1.178\,a_0$. To compare densities, we use half the integral of their absolute difference, divided by the number of electrons. At five sampled times up to $10\,\hbar/\mathrm{Ry}$ the computed density differs from $n_0(x-X)$ by at most $1.9\times10^{-6}$ in this measure. The wavefunction, phase included, differs from \eqref{state} by at most $2.8\times10^{-5}$ in norm, relative to a state of norm one. These small residuals, like the one quoted below for the moving Kohn--Sham potential, are numerical errors whose size depends on the discretization.

With a quartic term $0.01\,x^4$ Ry ($x$ in $a_0$) in the trap, the density was compared with its own initial shape, moved to the same mean position. At the same five sampled times the largest difference is $0.065$: the density deforms.

For the Kohn--Sham condition, note that the two electrons have opposite spins and share one orbital, $\varphi=\sqrt{n_0/2}$. Solving the orbital equation for the potential gives $v_{\mathrm{Hxc},0}=\varepsilon+\varphi''/\varphi-V$ (primes here denote derivatives with respect to $x$), where the constant $\varepsilon$ does not affect the density. It is $0.91$ Ry higher at the centre than at $3\,a_0$. When it moves with $X(t)$, the Kohn--Sham density agrees with the interacting one to $4.2\times10^{-6}$ at the five sampled times. When it is frozen at the origin, the largest difference at these times is $0.40$.

The numerical check also covers three dimensions with Coulomb repulsion. For an arbitrary $\Phi$ in an anisotropic trap, the two sides of \eqref{identity}, divided by $|\Phi|$, agree to $2.8\times10^{-9}$ Ry, while each is at least $2.18$ Ry in magnitude at the sampled points.

\section*{Computed values}
\begin{verbatim}
trap frequency omega = 1.0 Ry/hbar
drive frequency Omega = 0.6 Ry/hbar
peak force F0 = 0.4 Ry/a0
acceleration per unit force = 2.000000 (Rydberg units)
prefactor 2F0/(omega^2-Omega^2) = 1.2500 a0
closed-form path vs Newton integration: 1.5e-10 (a.u.)
3D tests, two electrons, Coulomb repulsion
force amplitudes x,y,z = [ 0.4 -0.2  0.3] Ry/a0
anisotropic trap frequencies = [1.  0.8 1.3] Ry/hbar
operator identity, largest error = 2.8e-09 Ry
operator identity, smallest side = 2.18 Ry
harmonium energy = 4.0 Ry
driven harmonium, largest residual = 4.5e-08 Ry
1D run, two electrons, softened repulsion
grid spacing = 0.25 a0, time step = 0.005 hbar/Ry
ground-state energy = 2.31945 Ry
initial width = 1.17835 a0
t =  2.0 hbar/Ry: X =  0.48308 a0, mean =  0.48308 a0, width = 1.17835 a0
t =  4.0 hbar/Ry: X =  1.41193 a0, mean =  1.41193 a0, width = 1.17835 a0
t =  6.0 hbar/Ry: X = -0.34359 a0, mean = -0.34359 a0, width = 1.17835 a0
t =  8.0 hbar/Ry: X = -1.98722 a0, mean = -1.98722 a0, width = 1.17835 a0
t = 10.0 hbar/Ry: X =  0.05875 a0, mean =  0.05875 a0, width = 1.17835 a0
velocity X' at t=4 hbar/Ry = -0.06281 a0 Ry/hbar
momentum X'/2 at t=4 hbar/Ry = -0.03141 hbar/a0
integral of L up to t=4 hbar/Ry = -0.44398 hbar
largest density mismatch, harmonic = 1.9e-06 (fraction)
largest wavefunction error norm = 2.8e-05 (no unit)
quartic coefficient = 0.01 Ry/a0^4
largest density mismatch, quartic = 0.0650 (fraction)
v_Hxc0(0) - v_Hxc0(3 a0) = 0.9074 Ry
Kohn-Sham mismatch, moving v_Hxc = 4.2e-06 (fraction)
Kohn-Sham mismatch, frozen v_Hxc = 0.3982 (fraction)
largest |X| up to t=10 hbar/Ry = 2.0000 a0
largest |X| converted = 105.8 pm
time of largest |X| = 7.854 hbar/Ry
time of largest |X| converted = 380.0 as
\end{verbatim}
